Counting Band-Tail Levels from the Signs of Sparse LDL Pivots

Before simulating the turn-on of a thin oxide transistor, one has to decide whether charge held in the band tail may be neglected. The decision rests on a count: how many levels per unit area lie below the Fermi energy. It does not need the levels one by one, nor their wave functions. At each energy, the number can be read from the signs of the pivots in a single sparse elimination.

**Three sites by hand**

Take three sites of equal energy zero on a ring, each coupled to the other two by a matrix element 1, which sets the energy unit:

H = [0 1 1; 1 0 1; 1 1 0].

The vector (1, 1, 1) has energy 2. Any vector whose components sum to zero has energy −1, and there are two independent ones. The levels are therefore −1, −1 and 2.

How many lie below σ = −1/2? The matrix H − σ has 1/2 on its diagonal and 1 elsewhere. Its quadratic form is

q = ½(x₁² + x₂² + x₃²) + 2(x₁x₂ + x₁x₃ + x₂x₃).

Complete the square in x₁. The square ½(x₁ + 2x₂ + 2x₃)² contains all terms with x₁, but also 2x₂² + 2x₃² + 4x₂x₃, which must be subtracted:

q = ½(x₁ + 2x₂ + 2x₃)² − (3/2)(x₂² + x₃²) − 2x₂x₃.

Now complete the square in x₂. The term −(3/2)(x₂ + ⅔x₃)² supplies −(3/2)x₂² − 2x₂x₃ − ⅔x₃², so the coefficient left for x₃² is −3/2 + 2/3 = −5/6:

q = ½(x₁ + 2x₂ + 2x₃)² − (3/2)(x₂ + ⅔x₃)² − (5/6)x₃².

Two coefficients are negative, and two levels lie below −1/2. The coefficients are not the shifted levels, which are −1/2, −1/2 and 5/2. Their signs agree in number, their sizes do not.

Two limits confirm the pattern. At σ = −2, below the spectrum, the same elimination gives 2, 3/2 and 4/3: no negative sign. At σ = 3, above it, the coefficients are −3, −8/3 and −2: three negative signs.

**The general statement**

Let H be real symmetric, S symmetric and positive definite, and consider Hx = ESx. An orthogonal basis has S = 1; overlapping orbitals have another S. Define N(σ) as the number of eigenvalues strictly below σ, counted with multiplicity, and let σ itself not be an eigenvalue. If

P(H − σS)Pᵀ = LDLᵀ,

with P a permutation, L lower triangular with unit diagonal, and D diagonal, then N(σ) is the number of negative entries of D.

First remove the overlap. Positive definiteness allows S = CCᵀ with C invertible. Setting x = C⁻ᵀy and multiplying the eigenvalue equation by C⁻¹ gives

C⁻¹HC⁻ᵀy = Ey,
C⁻¹(H − σS)C⁻ᵀ = C⁻¹HC⁻ᵀ − σ.

So N(σ) is the number of negative eigenvalues of the matrix on the right, which differs from H − σS by a congruence, a transformation of the form XBXᵀ with X invertible. If S were not positive definite, this reduction would fail and the counting rule could give a wrong number.

It remains to show that congruence preserves the number n₋ of negative eigenvalues. This is Sylvester's law of inertia. First, n₋(B) is the largest dimension of a subspace on which xᵀBx < 0 for every nonzero x. The eigenvectors with negative eigenvalues span such a subspace. A larger one would share a nonzero vector with the span of the remaining eigenvectors, because the two dimensions would add to more than the size of B; on that vector the form is not negative, a contradiction.

Now let A = XBXᵀ and y = X⁻ᵀx. Then

yᵀAy = xᵀX⁻¹XBXᵀX⁻ᵀx = xᵀBx.

An invertible map carries negative subspaces of B to negative subspaces of A with the same dimension, and its inverse carries them back. Hence n₋(A) = n₋(B). Both P and L are invertible, so n₋(H − σS) = n₋(D), as claimed. For complex Hermitian matrices the argument holds with the transpose replaced by the adjoint.

**Elimination, one site at a time**

Write the matrix to be factorized as a first diagonal element d, a column v and a remaining block B. If d ≠ 0, put l = v/d. Then

[d vᵀ; v B] = [1 0; l 1] [d 0; 0 B − vvᵀ/d] [1 lᵀ; 0 1].

Multiplying out verifies it: the off-diagonal block is ld = v, and the lower block is ldlᵀ + B − vvᵀ/d = B. The first pivot is d; the same step is repeated on B − vvᵀ/d. This is the completion of squares in matrix form.

The correction vvᵀ/d joins all remaining neighbours of the eliminated site. These new couplings are called fill. A good permutation keeps fill small and, since it acts equally on rows and columns, leaves the count unchanged.

That equality matters. Ordinary sparse LU elimination with partial pivoting permutes rows and columns differently, which is not a congruence. For a disordered film with 16 × 16 × 4 grid points, the signs of its diagonal gave 277 at 1.5 eV where the true count is 138, and 699 at 2.4 eV where it is 402.

**When a pivot is nearly zero**

Return to the ring, put σ = 0, and give the first site the tiny energy ε = 2⁻⁶⁰. The first pivot is ε. The remaining 2 × 2 block has −1/ε on its diagonal and 1 − 1/ε off it. In exact arithmetic the second pivot is −1/ε, and the third is

d₃ = −1/ε + ε(1 − 1/ε)²
= −1/ε + ε − 2 + 1/ε
= ε − 2.

Two pivots are negative, as they should be. In double precision, however, 1 − 2⁶⁰ is rounded to −2⁶⁰. The third pivot becomes −1/ε + 1/ε = 0, and the count is 1 instead of 2. The coupling between sites 2 and 3 has been lost.

The cure is to eliminate sites 1 and 2 together. Their block and its inverse are

E = [ε 1; 1 0],  E⁻¹ = [0 1; 1 −ε].

The determinant of E is −1, so it has one negative and one positive eigenvalue. Site 3 couples to both with v = (1, 1)ᵀ, and what remains for it is

0 − vᵀE⁻¹v = −(2 − ε) = ε − 2,

again negative. The total is 2. In general D may contain such 2 × 2 blocks, and one counts their negative eigenvalues. Block pivoting gave the correct count 2 in the numerical run as well. A slight change of σ is another remedy when a chosen energy happens to produce a bad pivot.

**A certificate for the count**

A sparse elimination without 2 × 2 blocks is convenient, but its result needs a guarantee. Let A = H − σ with S = 1, let L and D be the computed factors, and let ν(σ) be the number of negative entries in D. Form the residual

R = PAPᵀ − LDLᵀ.

The count ν is the correct count for LDLᵀ, a matrix that differs from PAPᵀ by R. Let δ be an upper bound on the spectral norm of R. Weyl's inequality says that ordered eigenvalues of two symmetric matrices differ by at most the norm of their difference. Thus an eigenvalue of A below −δ corresponds to a negative one of LDLᵀ, and a negative one of LDLᵀ corresponds to an eigenvalue of A below δ:

N(σ − δ) ≤ ν(σ) ≤ N(σ + δ).

For a symmetric matrix the largest row sum of absolute values bounds the spectral norm, so δ is cheap to obtain once R is known; a bound on the rounding in R is added. With an overlap matrix, δ must be multiplied by the norm of S⁻¹ to become an energy.

Two counts remove the remaining doubt. Choose h > δ, with δ valid at both σ − h and σ + h. Since N does not decrease with energy,

ν(σ − h) ≤ N(σ − h + δ) ≤ N(σ) ≤ N(σ + h − δ) ≤ ν(σ + h).

If the outer counts agree, N(σ) is fixed. If they differ, there may be a level in the window, and a smaller h is needed.

In the failed ring calculation the residual norm is 1, as large as the coupling itself. The certificate then promises no more than N(−1) ≤ 1 ≤ N(1), that is, 0 ≤ 1 ≤ 2. It is true and useless, which is the warning one wants.

**A disordered oxide film**

In atomic units, an electron of effective mass m in the film has

H = −∇²/(2m) + V(r).

On a cubic grid of spacing a, the second difference replaces each second derivative:

−∂²ψ/∂x² ≈ [2ψ(x) − ψ(x + a) − ψ(x − a)]/a².

Hence neighbours are coupled by −t and the diagonal is 6t + V, with t = 1/(2ma²). The film is periodic in its plane. Across it, ψ vanishes at two hard walls.

The mass, 0.34 electron masses, is roughly that of amorphous indium gallium zinc oxide. The thickness of 25 Å and the square cell of side 180 Å are chosen to keep the example small. With a = 5 Å there are four grid planes between the walls and 36 × 36 × 4 = 5184 points. The kinetic constant ħ²/(2m) is 11.206 eV Å², so

t = 11.206/25 = 0.4482 eV.

The random potential is Gaussian with zero mean and covariance

⟨V(r)V(r′)⟩ = V₀² exp(−|r − r′|²/(2ξ²)),

where V₀ = 0.10 eV and ξ = 8 Å are chosen round values.

From here on, tail energies are measured from the lowest level of the film without disorder. That state is uniform in the plane and varies as sin(jq) over the planes j. The identity

2 sin(jq) − sin((j+1)q) − sin((j−1)q) = 2(1 − cos q) sin(jq)

gives its energy, and the walls at j = 0 and j = 5 require q = π/5:

E₀ = 2t(1 − cos(π/5)) = 0.171 eV.

The continuum value is 0.177 eV. Without disorder no level lies below E₀, so every level counted at negative relative energy is there because of the potential.

**Checks on known levels**

On the 16 × 16 × 4 film, counts were tested 10⁻⁶ eV below and above six levels from dense diagonalization, spread from the lowest to the 901st; each time the count rose by one, as required. For sample 1 of the production film, the lowest levels were also found by the Lanczos method. The first six are −0.0586, −0.0466, −0.0228, −0.0166, −0.0070 and 0.0014 eV. The pivot counts at −0.06, −0.04, −0.02 and 0 eV are 0, 2, 3 and 5, in agreement with this list.

At −0.04 eV the certificate was evaluated with h = 10⁻⁵ eV. Both counts were 2 and δ was 8 × 10⁻¹¹ eV, so the count 2 is certain for this matrix. Numerical error is negligible here beside the sampling error.

**From counts to a tail density**

For M samples of area F, the integrated density per spin is

n(E) = (1/(MF)) Σₛ Nₛ(E).

Here M = 8 and F = (180 Å)² = 3.24 × 10⁻¹² cm². At −0.04 eV the total count is 25:

n = 25/(8 × 3.24 × 10⁻¹²) = 9.6 × 10¹¹ cm⁻².

The scatter between samples gives a standard error of 1.7 × 10¹¹ cm⁻², or 18% of the value. If levels were independent, the relative error would be 1/√25 = 20%. By that estimate, 5% would take 400 levels, or about 128 samples.

The totals at −0.08, −0.06, −0.04, −0.02 and 0 eV are 4, 12, 25, 45 and 64. No level was found below −0.10 eV. The sample scatter there is zero, but the uncertainty is not: for independent levels, a mean total μ gives no event with probability exp(−μ), which falls to 5% at μ = 3. The corresponding upper limit is about 1.2 × 10¹¹ cm⁻².

The average density of states in an interval follows from subtraction, without broadening:

g = [n(E₂) − n(E₁)]/(E₂ − E₁).

Between −0.06 and −0.02 eV this is (1.736 − 0.463) × 10¹²/0.04 = 3.2 × 10¹³ cm⁻² eV⁻¹ per spin.

If n(E) were proportional to exp(E/U), taking the ratio at two energies would give

U = (E₂ − E₁)/ln[n(E₂)/n(E₁)].

Over the same interval, U = 0.04/ln(45/12) = 0.030 eV. Leaving out each sample in turn and recomputing U gives M values Uₛ, and the jackknife error

ΔU² = ((M − 1)/M) Σₛ(Uₛ − Ū)²,

with Ū their mean, is 5 meV. Levels below the lower energy enter both counts, which are therefore correlated; this procedure keeps the correlation.

The result is a local slope, not a material constant. From the totals in successive 20 meV steps, U is 18, 27, 34 and 57 meV from the deepest step upward. The first rests on four levels at its lower end and is poorly known, but the trend suggests that one exponential does not describe the whole range up to the clean edge.

**Occupation at 300 K**

The count at the Fermi energy μ is the occupation per spin at zero temperature for independent electrons. At finite temperature the Fermi function f is needed, but still no individual levels. Since f vanishes at high energy,

f(Eᵢ) = ∫ from Eᵢ to ∞ of (−f′(E)) dE.

Sum over i. At a given E, the levels that contribute are those below E, so

Σᵢ f(Eᵢ) = ∫ N(E)(−f′(E)) dE.

Between two counted energies E₁ < E₂, N lies between N(E₁) and N(E₂), while the integral of −f′ is f(E₁) − f(E₂). Multiplying and adding gives lower and upper bounds. Below the counted range N lies between zero and the first count; above it, between the last count and the matrix size.

For the 16 × 16 × 4 film, with μ at the clean edge and 10 meV steps, the bounds were 1.60 and 1.84; the explicit Fermi sum, 1.66, lies between them.

For the production film, three samples were also counted at six energies up to 0.30 eV. With μ = −0.04 eV, their zero-temperature occupation is 3.33 per cell and spin. At 300 K and fixed μ it lies between 3.84 and 6.49, an increase of 15% to 95%. The wide interval comes from the coarse energy steps; more counts would narrow it. This is the occupation of all levels, those above the clean edge included, and not the tail charge alone; the levels below μ are partly emptied by the temperature.

The increase should not be computed from the fitted exponential. Far above μ, −f′ falls as exp(−E/kT), while the exponential tail rises as exp(E/U). Their product decays if kT < U, and here kT = 26 meV is close to U = 30 meV. The product therefore decays slowly, and the integral would draw much of its weight from energies far above the tail, where the exponential does not hold.

**Why the film is cheap**

The factor L has 422,688 nonzero elements, about 3% of the 13.4 million in a dense lower triangle. The geometry allows a favourable scaling. Cut a film of s × s × w points into quarters by lines of sites through all w planes, and eliminate these lines last. The final dense block has of order sw sites and costs of order (sw)³ operations. At the kth level of subdivision there are 4ᵏ regions, each costing (sw/2ᵏ)³, so the total is

s³w³ Σₖ 4ᵏ/8ᵏ = 2s³w³

up to a constant. Dense elimination costs of order (s²w)³ = s⁶w³. This estimate belongs to ordering by such cuts; the minimum-degree ordering used here carries no such guarantee. In a cube of side s the cuts are planes of s² sites, and the cost grows as s⁶, so the advantage over the dense s⁹ remains but large samples soon become expensive.

**What the number means for a real film**

The counting is certain for the matrix; the matrix is a simple model. For real indium gallium zinc oxide films, conduction-band tail slopes of roughly 10 to 20 meV are often reported, though they depend on the film and on how they are extracted; the model's 30 meV should not be set against them directly. It is the slope of the integrated count between −0.06 and −0.02 eV, where g is already 45% of the value without disorder, 1/(4π × 11.206 eV Å²) = 7.1 × 10¹³ cm⁻² eV⁻¹ per spin, so it describes the rounding of the band edge. The deepest step gives 18 meV, inside the reported range, though it rests on few levels. The 25 Å film is also much thinner than a channel of a few hundred ångström, to which these counts do not carry over. The potential is static and the mass isotropic; lattice vibrations and the chemical origin of the disorder are left out.

Several omitted effects can be sized for these parameters:

- Cell size: 32 cells of side 90 Å, with the same total area, give (1.12 ± 0.15) × 10¹² cm⁻² at −0.04 eV. The difference from the larger cells is within the combined error.
- Grid: halving the spacing in one 60 Å cell raised its four lowest levels by 1.6 to 3.7 meV relative to the clean edge. If the whole tail moved by the larger shift, n would fall by about 12% for U = 30 meV. This is only a rough measure, since the upper levels of so small a cell generally lie above the tail.
- Nonparabolicity: for a kinetic energy K and a rough gap G = 3.1 eV, the relation E(1 + E/G) = K gives E ≈ K − K²/G to first order. To this order, and with the orbital held fixed, the deepest level of sample 1 is lowered by 8 meV relative to the edge; the full relation gives about 7 meV.
- Repulsion: two electrons in that orbital repel by about 85 meV for a relative permittivity of 10. With the orbital held fixed, the second would sit near −59 + 85 = 26 meV, above the clean edge. With the Fermi energy at −0.04 eV, doubling the tail count for spin is therefore unjustified at low temperature; one electron per deep orbital is the better estimate of the two. Electrons in different orbitals repel as well, by 14.4/(10 × 100) eV = 14 meV at 100 Å, the typical spacing at 10¹² cm⁻², if no gate screens them. This is left out of the counts and is not small beside the depth of the levels.
- Tail charge: one electron per orbital below −0.04 eV, with its full field taken across the film, bends the band by 44 meV. Charge spread through the film gives less.
- Walls: in the continuum the confinement energy varies as 1/W², so a thickness change of 1 Å moves the edge by 2 × 0.177/25 eV = 14 meV. Behind a 3 eV barrier instead of a hard wall, ψ decays over about √(11.2/3) = 1.9 Å. Widening the film by this length on both sides lowers the edge by about 44 meV; the tail shares this shift as far as its levels have the same profile across the film.

These energies do not all act on the tail in the same way. The band bending is a potential drop across the film, not a shift of the tail relative to the edge. The next level of confinement lies 2t(cos(π/5) − cos(2π/5)) = t = 0.45 eV higher on this grid, and 3 × 0.177 = 0.53 eV higher in the continuum, so the low levels have nearly the same profile across the film, and a uniform field moves them and the edge almost together. Thickness variations differ from place to place and can change the tail. In a wide region thinner or thicker by 1 Å, the local edge moves by 14 meV, which would change n there by a factor of about exp(14/30) ≈ 1.6, if the local slope held. The disorder strength V₀ was chosen, not fitted to a film, and weaker disorder would leave fewer levels in the tail. For the decision at the start, the model with the chosen V₀ and ξ gives a tail charge of order 10¹² electrons per cm² below −0.04 eV. This is an order of magnitude for the model, not a prediction for a given film. In such a film, if the gate-induced charge is of that order or smaller, as it is early in the turn-on, the tail must be kept; a larger charge raises the Fermi energy and fills the levels up to the clean edge as well. These number 2.5 × 10¹² cm⁻² per spin, so with one or two electrons each they still hold about a quarter to a half of a charge of 10¹³ cm⁻². The tail becomes a correction to the total charge only well above that. The complete figures stand in the numerical output.

Numbers as computed

```
mass ratio 0.34, grid 5.0 A, film 25.0 A, cell 180.0 A
potential rms 0.1 eV, correlation length 8.0 A
hbar^2/2m = 11.2058 eV A^2, hopping = 0.4482 eV
clean edge: grid 0.1712 eV, continuum 0.1770 eV
matrix size 5184, nonzeros of L 422688, dense lower half 13439520
three-site ring: true 2, unpivoted 1, block pivots 2
three-site ring residual norm 1.000 (hopping units)
sigma 1.5 eV: true count 138, partial-pivot LU signs 277
sigma 2.4 eV: true count 402, partial-pivot LU signs 699
sigma 3.3 eV: true count 718, partial-pivot LU signs 702
small film Fermi sum 1.663, bounds 1.603 to 1.838
field variance ratio 0.999; covariance ratio at 10.0 A 0.460, formula 0.458
tail counts, 8 samples: E (eV), total, density, error (cm^-2)
   -0.12     0  0.000e+00  0.0e+00
   -0.10     0  0.000e+00  0.0e+00
   -0.08     4  1.543e+11  8.2e+10
   -0.06    12  4.630e+11  1.5e+11
   -0.04    25  9.645e+11  1.7e+11
   -0.02    45  1.736e+12  2.3e+11
    0.00    64  2.469e+12  2.4e+11
counts in sample 1: 0 0 0 0 2 3 5
lowest Lanczos levels, sample 1 (eV): -0.0586 -0.0466 -0.0228 -0.0166 -0.0070 0.0014
energies compared with Lanczos: 7
slope energy from -0.06 to -0.02 eV: 30.3 +- 5.1 meV
mean density of states in that bin 3.183e+13 cm^-2 eV^-1 per spin
certified count at -0.04 eV: 2; residual bound 7.9e-11 eV, half window 1e-05 eV
kT at 300 K = 0.02585 eV; Fermi energy -0.04 eV
mean occupation per cell and spin, 3 samples: step 3.333
  at 300 K between 3.841 and 6.488
cell 90.0 A: density at -0.06 eV 5.787e+11 +- 1.2e+11 cm^-2
cell 90.0 A: density at -0.04 eV 1.119e+12 +- 1.5e+11 cm^-2
grid halving, shifts of 4 lowest levels (meV): 1.55 2.51 3.66 3.35
nonparabolic shift of lowest level from edge -8.05 meV
repulsion in lowest orbital 85.2 meV
band bending by tail charge at -0.04 eV: 43.6 meV
edge shift per 1 A of thickness 14.2 meV
wall decay length 1.93 A, common edge shift -44.2 meV
```
